# Ghost States in Copper Pseudopotentials and the Choice of Local Channel: verification in Python

```python
# Ghost states of Kleinman-Bylander (KB) pseudopotentials for Cu (3d10 4s1 4p0),
# nonrelativistic spin-unpolarized LDA (Slater+VWN), Troullier-Martins (TM), Hartree units.
# u,eps: pseudo orbital and level of channel l; V_l: screened semilocal potential;
# dV=V_l-V_loc; chi=dV u/|dV u|; E_KB=<u|dV^2|u>/<u|dV|u>; C=<u|dV|u>/|dV u|;
# E_n: levels of H_loc in channel l; lam_n: levels of H=H_loc+E_KB|chi><chi|.
# Claim: with m levels E_n<eps, H has m-1 (E_KB>0) or m (E_KB<0) levels below eps.
# For Cu: d local gives an s ghost, s local gives none.
import numpy as np
from numpy.polynomial import Polynomial, Chebyshev
from numpy.polynomial.legendre import leggauss
from scipy.interpolate import BSpline
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded, cho_factor, cho_solve
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z, NAME = 29, 'spd'
OCC = {0: [2, 2, 2, 1], 1: [6, 6], 2: [10]}
REF = {0: 3, 1: 2, 2: 0}          # index of 4s, 4p, 3d within each l
RC = {0: 2.2, 1: 2.2, 2: 2.0}

def gauss(br, n=12):
    x, w = leggauss(n)
    a, d = br[:-1, None], np.diff(br)[:, None]
    return (a + d*(x + 1)/2).ravel(), (d*w/2).ravel()

class Basis:                       # B-splines vanishing at both ends
    def __init__(s, br, k=7):
        s.br, s.k = br, k
        s.t = np.r_[[br[0]]*k, br, [br[-1]]*k]
        sp = BSpline(s.t, np.eye(len(s.t) - k - 1)[:, 1:-1], k)
        s.r, s.w = gauss(br)
        s.B, D = sp(s.r), sp(s.r, nu=1)
        s.S, s.K = s.B.T @ (s.w[:, None]*s.B), D.T @ (s.w[:, None]*D)
        s.cho = cho_factor(s.K)
    def ham(s, l, V):
        return s.K/2 + s.B.T @ ((s.w*(V + l*(l + 1)/(2*s.r**2)))[:, None]*s.B)
    def solve(s, l, V, ekb=0.0, chi=None):
        H = s.ham(l, V)
        if chi is not None:
            b = s.B.T @ (s.w*chi)
            H = H + ekb*np.outer(b, b)
        return eigh(H, s.S)
    def fn(s, c):
        return BSpline(s.t, np.r_[0, c, 0], s.k)
    def poisson(s, n):             # r*V_H = spline + N r/rmax
        return cho_solve(s.cho, s.B.T @ (s.w*n/s.r))

def expo(rmax, a, n):
    return rmax*np.expm1(a*np.arange(n + 1)/n)/np.expm1(a)

def xc(n, r):
    rho = n/(4*np.pi*r**2)
    cl = np.maximum(rho, 1e-12)    # continuous rho^(1/3) continuation in the far tail
    out = libxc.eval_xc('LDA,VWN', cl, spin=0, deriv=1)
    f = (rho/cl)**(1/3)
    return np.ravel(out[0])*f, np.ravel(out[1][0])*f

RMAX = 60.0
ae = Basis(expo(RMAX, 7.0, 90))
r, w = ae.r, ae.w
for l in range(3):
    e = ae.solve(l, -Z/r)[0][:3]
    assert np.allclose(e, -Z**2/2/np.arange(l + 1, l + 4)**2, atol=1e-6, rtol=0)
U = ae.B @ ae.poisson(4*r**2*np.exp(-2*r)) + r/RMAX
assert np.abs(U - (1 - (1 + r)*np.exp(-2*r))).max() < 1e-7

W = Z + np.minimum(-Z/(1 + 0.53625*r*Z**(1/3)/0.8853)**2, -3.0)   # W = r*(V_H+v_xc)
wt = np.sqrt(w)*np.exp(-r/3)
Ws, Rs = [], []
for it in range(400):
    orb = []
    for l in OCC:
        c = ae.solve(l, (W - Z)/r)[1]
        orb += [(f, l, c[:, i]) for i, f in enumerate(OCC[l])]
    n = sum(f*(ae.B @ c)**2 for f, l, c in orb)
    cU = ae.poisson(n)
    U = ae.B @ cU + Z*r/RMAX
    exc, vxc = xc(n, r)
    R = U + r*vxc - W
    err = np.linalg.norm(wt*R)
    if err < 2e-8:
        break
    if it >= 25:
        Ws, Rs = (Ws + [W.copy()])[-7:], (Rs + [R.copy()])[-7:]
    if it < 30:
        W = W + 0.2*R
    else:                          # Anderson mixing
        dW, dR = np.diff(Ws, axis=0).T, np.diff(Rs, axis=0).T
        g = np.linalg.lstsq(dR*wt[:, None], R*wt, rcond=1e-10)[0]
        W = W + 0.3*R - (dW + 0.3*dR) @ g
assert err < 1e-7
T = sum(f*c @ ae.ham(l, 0*r) @ c for f, l, c in orb)
Ene, EH = -Z*w @ (n/r), 0.5*w @ (n*U/r)
assert abs(2*T + Ene + EH + 3*w @ (n*(vxc - exc))) < 1e-4      # LDA virial relation
fns, fU = [(f, ae.fn(c)) for f, l, c in orb], ae.fn(cU)

def vae(x):
    return (fU(x) + Z*x/RMAX - Z)/x + xc(sum(f*g(x)**2 for f, g in fns), x)[1]

EPS, UAE = {}, {}
for l in range(3):
    e, c = ae.solve(l, vae(r))
    EPS[l], UAE[l] = e[REF[l]], ae.fn(c[:, REF[l]])

class TM:
    def __init__(s, l, rc):
        s.l, s.rc, s.eps, u, L = l, rc, EPS[l], UAE[l], l + 1
        s.sg = np.sign(u(rc))
        x = rc + 0.25*np.cos(np.pi*(np.arange(60) + 0.5)/60)
        fit = Chebyshev.fit(x, vae(x), 8)
        V0, V1, V2 = vae(np.array([rc]))[0], fit.deriv(1)(rc), fit.deriv(2)(rc)
        p0, p1 = np.log(abs(u(rc))/rc**L), u(rc, nu=1)/u(rc) - L/rc
        p2 = 2*(V0 - s.eps) - 2*L*p1/rc - p1**2
        p3 = 2*V1 + 2*L*p1/rc**2 - 2*L*p2/rc - 2*p1*p2
        p4 = 2*V2 - 4*L*p1/rc**3 + 4*L*p2/rc**2 - 2*L*p3/rc - 2*p2**2 - 2*p1*p3
        rhs = np.array([p0, p1*rc, p2*rc**2, p3*rc**3, p4*rc**4], float)
        M = np.array([[np.prod(2.0*k - np.arange(m)) for k in range(7)] for m in range(5)])
        free = [0, 3, 4, 5, 6]
        xa, wa = gauss(np.append(ae.br[ae.br < rc], rc))
        s.q = wa @ u(xa)**2
        xg, wg = gauss(np.array([0.0, rc]), 60)
        def poly(t):
            a = np.zeros(7)
            a[1], a[2] = t, -t*t/(2*l + 5)
            a[free] = np.linalg.solve(M[:, free], rhs - M @ a)
            c = np.zeros(13)
            c[::2] = a/rc**(2*np.arange(7))
            return Polynomial(c)
        f = lambda t: np.log(wg @ (xg**(2*L)*np.exp(2*poly(t)(xg)))/s.q)
        t = -60.0
        while f(t + 0.5) > 0:
            t += 0.5
            assert t < 60
        s.p = poly(brentq(f, t, t + 0.5, xtol=1e-13))
        s.v0 = s.eps + (2*l + 3)*s.p.coef[2]
    def u(s, x):
        y = np.minimum(x, s.rc)
        return np.where(x < s.rc, y**(s.l + 1)*np.exp(s.p(y)), s.sg*UAE[s.l](x))
    def v(s, x):
        y = np.minimum(x, s.rc)
        d1 = s.p.deriv(1)(y)
        return np.where(x < s.rc, s.eps + (s.l + 1)*d1/y + (s.p.deriv(2)(y) + d1**2)/2, vae(x))

def projector(u, dV, wq):
    den, nn = wq @ (u*u*dV), wq @ (u*dV)**2
    return nn/den, den/np.sqrt(nn), u*dV/np.sqrt(nn)

br, h = list(np.linspace(0, 3.6, 37)), 0.1
while br[-1] < 54:
    h *= 1.12
    br.append(br[-1] + h)
pb = Basis(np.array(br + [RMAX]) if br[-1] < RMAX - 1 else np.array(br[:-1] + [RMAX]))
PS = {l: TM(l, RC[l]) for l in range(3)}
VP, UP = {l: PS[l].v(pb.r) for l in PS}, {l: PS[l].u(pb.r) for l in PS}

def analyse(l, Vloc):
    eps, u, dV = EPS[l], UP[l], VP[l] - Vloc
    ekb, cos, chi = projector(u, dV, pb.w)
    E, cE = pb.solve(l, Vloc)
    lam, cl = pb.solve(l, Vloc, ekb, chi)
    assert np.abs(lam - eps).min() < 2e-6
    lo, mid = (E, lam) if ekb > 0 else (lam, E)
    assert np.all(lo[:5] <= mid[:5] + 1e-7) and np.all(mid[:5] <= lo[1:6] + 1e-7)
    for k in range(2):
        phi = pb.B @ cE[:, k]
        assert abs(pb.w @ (phi*dV*u) - (eps - E[k])*(pb.w @ (phi*u))) < 1e-5
    pred = int((E < eps).sum()) - (1 if ekb > 0 else 0)
    found = int((lam < eps - 2e-6).sum())
    assert pred == found and (eps > E[1 if ekb > 0 else 0]) == (found > 0)
    return dict(ekb=ekb, cos=cos, E=E, lam=lam, pred=pred, found=found, y=pb.B @ cl[:, 0])

print(f"Cu LDA: E_tot = {T + Ene + EH + w @ (n*exc):.5f} Ha, T = {T:.5f} Ha")
for l in range(3):
    assert abs(pb.solve(l, VP[l])[0][0] - EPS[l]) < 2e-6
    assert abs(pb.w @ UP[l]**2 - 1) < 1e-6
    assert abs(PS[l].v(np.array([1e-3]))[0] - PS[l].v0) < 1e-6
    print(f"{NAME[l]}: eps = {EPS[l]:.5f} Ha = {EPS[l]*EV:.3f} eV, rc = {RC[l]} bohr, norm inside {PS[l].q:.5f}")
    print(f"   c2 = {PS[l].p.coef[2]:.4f} bohr^-2, V(0) = {PS[l].v0:.4f} Ha, min V = {VP[l].min():.4f} Ha")
for a, b in ((0, 2), (1, 2), (0, 1)):
    d = VP[a] - VP[b]
    print(f"V_{NAME[a]}-V_{NAME[b]}: min {d.min():.4f} Ha, max {d.max():.4f} Ha")
print("loc l | E_KB  C | E0 E1 eps lam0 (Ha; positive = box continuum) | ghosts pred/found")
RES = {}
for loc in range(3):
    for l in range(3):
        if l != loc:
            a = RES[loc, l] = analyse(l, VP[loc])
            print(f"{NAME[loc]} {NAME[l]} | {a['ekb']:.4f} {a['cos']:.4f} | {a['E'][0]:.5f} {a['E'][1]:.5f}"
                  f" {EPS[l]:.5f} {a['lam'][0]:.5f} | {a['pred']}/{a['found']}")
g = RES[2, 0]
assert g['ekb'] > 0 and g['found'] >= 1
assert RES[0, 1]['found'] == 0 and RES[0, 2]['found'] == 0 and RES[0, 2]['ekb'] < 0

y = g['y']
ys = y[(pb.r < 10) & (np.abs(y) > 1e-4*np.abs(y).max())]
nodes = int((ys[1:]*ys[:-1] < 0).sum())
assert nodes >= 1 and abs(pb.w @ (y*UP[0])) < 1e-5
print(f"s ghost, d local: {g['lam'][0]:.5f} Ha = {g['lam'][0]*EV:.3f} eV, nodes {nodes}")
print(f"  below eps_4s by {EPS[0] - g['lam'][0]:.5f} Ha = {(EPS[0] - g['lam'][0])*EV:.3f} eV")
print(f"  margin eps_4s-E1 = {EPS[0] - g['E'][1]:.5f} Ha = {(EPS[0] - g['E'][1])*EV:.3f} eV")
print(f"  <r> ghost {pb.w @ (pb.r*y*y):.3f} bohr, <r> 4s {pb.w @ (pb.r*UP[0]**2):.3f} bohr")

def fd(h):                         # secular equation on a finite-difference grid
    x = h*np.arange(1, int(round(30/h)))
    Vd = PS[2].v(x)
    ekb, cos, chi = projector(PS[0].u(x), PS[0].v(x) - Vd, np.full_like(x, h))
    dg, off = 1/h**2 + Vd, np.full(len(x), -0.5/h**2)
    E = eigh_tridiagonal(dg, off[1:], select='i', select_range=(0, 1))[0]
    sec = lambda e: 1 + ekb*h*chi @ solve_banded((1, 1), np.array([off, dg - e, off]), chi)
    return np.array([E[0], E[1], brentq(sec, E[0] + 1e-6, E[1] - 1e-6, xtol=1e-11), ekb])
x = (4*fd(0.005) - fd(0.01))/3
assert np.allclose(x[:3], [g['E'][0], g['E'][1], g['lam'][0]], atol=2e-5, rtol=0)
assert abs(x[3]/g['ekb'] - 1) < 1e-5
print(f"  finite differences: E0 {x[0]:.5f}, E1 {x[1]:.5f}, secular root {x[2]:.5f} Ha")

mix = lambda eta: VP[0] + eta*(VP[2] - VP[0])
es = brentq(lambda t: pb.solve(0, mix(t))[0][1] - EPS[0], 0.02, 1.0, xtol=1e-10)
print(f"critical eta* = {es:.4f}, V_loc(0) there = {PS[0].v0 + es*(PS[2].v0 - PS[0].v0):.4f} Ha")
for d, expect in ((-0.02, 0), (0.02, 1)):
    a = analyse(0, mix(es + d))
    print(f"  eta {es + d:.4f}: E_KB {a['ekb']:.4f}, E1 {a['E'][1]:.5f}, lam0 {a['lam'][0]:.5f},"
          f" lam1 {a['lam'][1]:.5f} Ha, ghosts {a['found']}")
    assert a['found'] == expect
phi1 = pb.B @ pb.solve(0, mix(es))[1][:, 1]
dec = abs(pb.w @ (phi1*projector(UP[0], VP[0] - mix(es), pb.w)[2]))
assert dec < 1e-5
print(f"  |<phi1|chi>| at eta* = {dec:.1e}")

print("d local: r_d (bohr) | V_d(0) | s: E_KB E1 lam0 ghosts | p: E_KB E1 ghosts (Ha)")
for rd in (1.6, 2.0, 2.4, 2.8, 3.2):
    q = TM(2, rd)
    a, b = analyse(0, q.v(pb.r)), analyse(1, q.v(pb.r))
    print(f"{rd} | {q.v0:.3f} | {a['ekb']:.3f} {a['E'][1]:.5f} {a['lam'][0]:.5f} {a['found']}"
          f" | {b['ekb']:.3f} {b['E'][1]:.5f} {b['found']}")

sa, sp_ = Basis(expo(6.0, 5.0, 60)), Basis(np.linspace(0, 6, 61))
print("levels with u(6 bohr)=0, lowest two valence (Ha)")
AES = {l: sa.solve(l, vae(sa.r))[0][REF[l]:REF[l] + 2] for l in range(3)}
for l in range(3):
    row = f"{NAME[l]}: AE {AES[l][0]:.4f} {AES[l][1]:.4f}"
    for loc in range(3):
        Vl = PS[loc].v(sp_.r)
        if loc == l:
            e = sp_.solve(l, Vl)[0]
        else:
            ekb, cos, chi = projector(PS[l].u(sp_.r), PS[l].v(sp_.r) - Vl, sp_.w)
            e = sp_.solve(l, Vl, ekb, chi)[0]
        row += f" | {NAME[loc]} loc {e[0]:.4f} {e[1]:.4f}"
        if loc == 0:               # 0.1 Ha: well under one level spacing
            assert np.abs(e[:2] - AES[l]).max() < 0.1 and AES[l][1] - AES[l][0] > 0.25
        if loc == 2 and l == 0:
            assert abs(e[g['found']] - AES[0][0]) < 0.02
    print(row)

thr_d, thr_s = brentq(lambda t: spherical_jn(1, t), 4, 5), brentq(np.cos, 4, 5)
for l, thr, base in ((2, thr_d, 0), (0, thr_s, 1)):
    for f, extra in ((0.98, 0), (1.02, 1)):
        e = pb.solve(l, np.where(pb.r < 2.0, -(f*thr/2.0)**2/2, 0.0))[0]
        assert int((e < 0).sum()) == base + extra
print(f"square well kR thresholds: first d {thr_d:.4f}, second s {thr_s:.4f} (dimensionless)")
print("checks complete")
```

It prints:

```
Cu LDA: E_tot = -1637.78586 Ha, T = 1635.98280 Ha
s: eps = -0.17206 Ha = -4.682 eV, rc = 2.2 bohr, norm inside 0.29593
   c2 = 0.6153 bohr^-2, V(0) = 1.6740 Ha, min V = -0.8119 Ha
p: eps = -0.02904 Ha = -0.790 eV, rc = 2.2 bohr, norm inside 0.07704
   c2 = -0.0030 bohr^-2, V(0) = -0.0439 Ha, min V = -0.5900 Ha
d: eps = -0.20227 Ha = -5.504 eV, rc = 2.0 bohr, norm inside 0.91468
   c2 = -1.9981 bohr^-2, V(0) = -14.1892 Ha, min V = -14.1892 Ha
V_s-V_d: min -0.5383 Ha, max 15.8632 Ha
V_p-V_d: min -0.2914 Ha, max 14.1453 Ha
V_s-V_p: min -0.2658 Ha, max 1.7179 Ha
loc l | E_KB  C | E0 E1 eps lam0 (Ha; positive = box continuum) | ghosts pred/found
s p | 2.3301 0.0337 | -0.03288 0.00278 -0.02904 -0.02904 | 0/0
s d | -10.3159 -0.7642 | 0.00459 0.01125 -0.20227 -0.20227 | 0/0
p s | -18.1471 -0.0103 | -0.18476 -0.00083 -0.17206 -14.52244 | 1/1
p d | -9.0337 -0.7606 | 0.00459 0.01125 -0.20227 -0.20227 | 0/0
d s | 10.2786 0.1195 | -8.54107 -0.63433 -0.17206 -3.18880 | 1/1
d p | 6.8205 0.0597 | -4.22769 -0.02088 -0.02904 -0.02904 | 0/0
s ghost, d local: -3.18880 Ha = -86.772 eV, nodes 2
  below eps_4s by 3.01675 Ha = 82.090 eV
  margin eps_4s-E1 = 0.46227 Ha = 12.579 eV
  <r> ghost 0.417 bohr, <r> 4s 2.963 bohr
  finite differences: E0 -8.54107, E1 -0.63433, secular root -3.18880 Ha
critical eta* = 0.7416, V_loc(0) there = -10.0896 Ha
  eta 0.7216: E_KB 7.4167, E1 -0.16393, lam0 -0.17206, lam1 -0.00015 Ha, ghosts 0
  eta 0.7616: E_KB 7.8278, E1 -0.18154, lam0 -0.39312, lam1 -0.17206 Ha, ghosts 1
  |<phi1|chi>| at eta* = 4.8e-10
d local: r_d (bohr) | V_d(0) | s: E_KB E1 lam0 ghosts | p: E_KB E1 ghosts (Ha)
1.6 | -19.740 | 7.910 -0.96148 -6.61170 1 | 4.345 -0.04460 1
2.0 | -14.189 | 10.279 -0.63433 -3.18880 1 | 6.821 -0.02088 0
2.4 | -10.772 | 15.174 -0.45219 -1.49296 1 | 21.073 -0.00933 0
2.8 | -8.512 | 19.522 -0.34375 -0.79116 1 | -31.796 -0.00296 1
3.2 | -6.935 | 18.211 -0.27623 -0.48303 1 | -11.392 0.00048 1
levels with u(6 bohr)=0, lowest two valence (Ha)
s: AE -0.1578 0.3779 | s loc -0.1578 0.3750 | p loc -14.5224 -0.1578 | d loc -3.1888 -0.1578
p: AE 0.0313 0.5599 | s loc 0.0313 0.5592 | p loc 0.0313 0.5561 | d loc 0.0313 0.5551
d: AE -0.2020 0.2999 | s loc -0.2020 0.3078 | p loc -0.2020 0.3111 | d loc -0.2020 0.3109
square well kR thresholds: first d 4.4934, second s 4.7124 (dimensionless)
checks complete
```
